# Compressibility sum rule for the static exchange-correlation kernel of jellium, part 2

For the zero-temperature paramagnetic uniform electron gas, the static exchange-correlation kernel obeys the sum rule

$$\lim_{q\to0} f_{xc}(q,\omega=0)=\frac{d^2\,[\,n\,\varepsilon_{xc}(n)\,]}{dn^2},$$

equivalently, with $\kappa$ the compressibility and $\kappa_0$ its free-electron value,

$$\frac{\kappa_0}{\kappa}=1+N_0 f_{xc}(0)=1-\frac{\alpha r_s}{\pi}+\frac{\alpha^2r_s^3}{6}\left(r_s\,\varepsilon_c''-2\,\varepsilon_c'\right),$$

primes denoting $d/dr_s$. This assumes locality: for slow modulations $G[n]\to\int d^3r\,n\,\varepsilon(n)$. Here $F[n]$ is the minimum kinetic plus interaction energy at density $n(\mathbf r)$, and $G=F-E_H=T_s+E_{xc}$ (Hartree energy $E_H$, noninteracting kinetic energy $T_s$) is the energy when the background follows the electrons.

Rydberg units: bohr, Ry, $\hbar^2/2m=1$, $e^2=2$, $v(q)=8\pi/q^2$. Also $n=3/(4\pi r_s^3)=k_F^3/3\pi^2$, $k_F=1/(\alpha r_s)$, $\alpha=0.521062$, $E_F=k_F^2$, $N_0=k_F/2\pi^2$. Per electron, $\varepsilon=t_s+\varepsilon_x+\varepsilon_c$, $t_s=\frac35k_F^2$, $\varepsilon_x=-3k_F/2\pi$, $\varepsilon_{xc}=\varepsilon_x+\varepsilon_c$. The pressure is $P=n^2\,d\varepsilon/dn$, and $B=1/\kappa=n\,dP/dn$, with free value $B_0=n^2/N_0=\frac23nE_F$. With exchange alone, $1/\kappa$ vanishes at $r_s=6.0292$.

The response $\chi=\delta n_q/\delta v_{ext,q}$ satisfies

$$\chi=\frac{\chi_0}{1-(v+f_{xc})\chi_0},$$

where $\chi_0=-N_0L(x)$, $x=q/2k_F$, $L(x)=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}$ and $1/L=1+x^2/3+8x^4/45+\dots$ The second derivative of $F$ is $-1/\chi$.

To test locality at first order in $e^2$, the exchange kernel $f_x=\Pi_1/\chi_0^2$ is compared with the sum-rule value $-2\pi/k_F^2$, using

$$\Pi_1=\int_k\int_{k'}v(\mathbf k-\mathbf k')\,g_{\mathbf k}g_{\mathbf k'}\left(\frac1{\Delta_{\mathbf k}}-\frac1{\Delta_{\mathbf k'}}\right)^2.$$

Here $\int_k=\int d^3k/(2\pi)^3$, $g_{\mathbf k}=n_{\mathbf k-\mathbf q/2}-n_{\mathbf k+\mathbf q/2}$, $n_{\mathbf k}=\theta(k_F-k)$, $\Delta_{\mathbf k}=2\,\mathbf k\cdot\mathbf q$ and $\chi_0=-2\int_k g_{\mathbf k}/\Delta_{\mathbf k}$. The matrix elements $\delta\rho_{\mathbf k}$, $\delta h_{\mathbf k}$ of the density matrix and Hartree–Fock Hamiltonian connect $\mathbf k\pm\mathbf q/2$, with energies $E_\pm$, and statically $\delta\rho_{\mathbf k}=-g_{\mathbf k}\,\delta h_{\mathbf k}/(E_+-E_-)$.

Cylindrical variables are $z=k_z$, $s=k_x^2+k_y^2$, with $\mathbf q$ along $z$. For $k_F=1$, $x=q/2$ and $z>0$, $g=1$ when $a(z)<s<b(z)$ and zero elsewhere, with

$$a(z)=\max\{0,\,1-(z+x)^2\},\qquad b(z)=\max\{0,\,1-(z-x)^2\};$$

$g$ is odd in $z$.

In the cylindrical variables, with $k_F=1$ and $c=(z-z')^2$, one has $|\mathbf k-\mathbf k'|^2=c+s+s'-2\sqrt{ss'}\cos\phi$. The substitution $\tau=\tan(\phi/2)$ gives $\frac1{2\pi}\int_0^{2\pi}d\phi/(p-r\cos\phi)=1/\sqrt{p^2-r^2}$ for $p>|r|$, so the azimuthal average of $1/|\mathbf k-\mathbf k'|^2$ is $1/R$ with $R^2=(c+s+s')^2-4ss'$. Let $S(z,z';c)=\int_{a(z)}^{b(z)}ds\int_{a(z')}^{b(z')}ds'\,R^{-1}$. The four sign combinations of $z,z'$ fall into two with equal signs, where $gg'=+1$ and $c=(z-z')^2$, and two with opposite signs, where $gg'=-1$ and, in terms of the magnitudes, $c=(z+z')^2$ and $1/\Delta-1/\Delta'$ becomes a sum. Each $d^3k/(2\pi)^3$ contributes $\pi\,dz\,ds/8\pi^3$, so

$$\Pi_1=\left(\frac1{8\pi^2}\right)^2 8\pi\,\frac{2}{4q^2}\iint_{z,z'>0}dz\,dz'\left[\left(\frac1z-\frac1{z'}\right)^2S_--\left(\frac1z+\frac1{z'}\right)^2S_+\right],$$

with $S_\mp=S\big(z,z';(z\mp z')^2\big)$. As $q\to0$ the ranges of $s$ and $s'$ shrink to widths $2qz$ and $2qz'$ around $s=1-z^2$ and $s'=1-z'^2$. For equal signs, $c+s+s'=2-2zz'$ there, and

$$R^2=4(1-zz')^2-4(1-z^2)(1-z'^2)=4\,(z^2+z'^2-2zz')=4(z-z')^2 .$$

Opposite signs follow from $z'\to-z'$. Hence $S_\mp\to4q^2zz'/(2|z\mp z'|)$ and the bracket becomes

$$\frac{2q^2}{zz'}\Big[|z-z'|-(z+z')\Big]=-\frac{4q^2\min(z,z')}{zz'}=-\frac{4q^2}{\max(z,z')} .$$

Over the unit square, $\iint dz\,dz'/\max(z,z')=2\int_0^1dz\,(1/z)\int_0^zdz'=2$, so the double integral is $-8q^2$ and

$$\Pi_1\to\frac{8\pi}{64\pi^4}\cdot\frac{2}{4q^2}\cdot(-8q^2)=-\frac1{2\pi^3},\qquad f_x\to\frac{-1/2\pi^3}{(1/2\pi^2)^2}=-2\pi,$$

which is $-2\pi/k_F^2$ when $k_F$ is restored, since $\Pi_1$ scales as $k_F^{6-2-4}=k_F^0$ and $\chi_0^2$ as $k_F^2$. This is the value the sum rule demands.

Replacing $1/R$ by its value on the shell is not uniform near $z=z'$ or near the poles of the sphere, so the limit deserves a check at finite $q$, where no such replacement is made. The $s,s'$ integrals are elementary. Writing $R^2=(s'+c-s)^2+4cs$, the $s'$ integral from $0$ is $I=\ln[(s'+c-s+R)/2c]$, since $R=c+s$ at $s'=0$. With $y=s'+c-s$, $\partial_sR=(2c-y)/R$ and $1/(y+R)=(R-y)/4cs$, one finds $s\,\partial_sI=\frac12-(s+s'+c)/2R$. Split $(s+s'+c)/2R=\frac12\partial_sR+s'/R$, use the symmetric form of $I$ for $\int ds/R$, and integrate by parts, $\int_0^sI=sI-\int_0^s s\,\partial_sI$, with $R=c+s'$ at $s=0$:

$$D(s,s';c)=s\ln\frac{s'+c-s+R}{2c}+s'\ln\frac{s+c-s'+R}{2c}+\frac{R-s-s'-c}{2}.$$

Then $S=D(b,b')-D(a,b')-D(b,a')+D(a,a')$. The closed form of $D$ is tested against direct three-dimensional quadrature at one point, and the $z,z'$ integral is done numerically. The results are $k_F^2f_x(q,0)=-6.29192$, $-6.31830$, $-6.36277$ Ry bohr at $q/k_F=0.1$, $0.2$, $0.3$. A quadratic in $q^2$ through the three points gives $-6.28319$ at $q=0$, the same digits as the finite-difference value of $k_F^2\,d^2(n\varepsilon_x)/dn^2$; the test asserts agreement to a relative $2\times10^{-4}$. The ratios of the three values to $-6.28319$ exceed one by $0.00139$, $0.00559$ and $0.01267$, which divided by $(q/k_F)^2$ are $0.139$, $0.140$ and $0.141$, so in this range the exchange kernel grows in magnitude as about $0.14\,(q/k_F)^2$ relative to its limit. Locality is thereby confirmed through first order in $e^2$. At higher orders it remains the stated hypothesis.

The same expression shows that the word "static" cannot be dropped. For a perturbation $\propto e^{-i\omega t}$ the linearised equation is $\omega\,\delta\rho_{\mathbf k}=(E_+-E_-)\,\delta\rho_{\mathbf k}+g_{\mathbf k}\,\delta h_{\mathbf k}$, which replaces every $\Delta$ above by $\Delta-\omega$. Take $\omega$ large at fixed $q$. Then $\chi_0=-2\int_kg/(\Delta-\omega)=2\int_kg\,(1/\omega+\Delta/\omega^2+\dots)$. The first term vanishes since $\int_kg=0$. In the second, undoing the shifts gives $\int_kg\Delta=\int_kn_{\mathbf k}\,[2(\mathbf k+\mathbf q/2)\cdot\mathbf q-2(\mathbf k-\mathbf q/2)\cdot\mathbf q]=2q^2\cdot n/2$, so $\chi_0\to2nq^2/\omega^2$. The weight in $\Pi_1$ becomes $(\Delta-\Delta')^2/[(\Delta-\omega)^2(\Delta'-\omega)^2]\to4q^2(z\mp z')^2/\omega^4$. On the shell the bracket is now $4q^2\cdot2q^2zz'\,[|z-z'|-(z+z')]=-16q^4zz'\min(z,z')$, and $\iint zz'\min(z,z')=2\int_0^1z\,(z^3/3)\,dz=2/15$. Therefore

$$\omega^4\,\Pi_1\to\frac{8\pi}{64\pi^4}\cdot2\cdot\left(-\frac{32}{15}q^4\right)=-\frac{8q^4}{15\pi^3},\qquad \omega^4\chi_0^2=4n^2q^4=\frac{4q^4}{9\pi^4},\qquad f_x\to-\frac{6\pi}{5k_F^2}.$$

This is $3/5$ of the static value. The quadrature at $q=0.02\,k_F$ gives a ratio of $0.5998$, tested against $0.6$ to within $2\times10^{-3}$; the value $3/5$ is the $q\to0$ limit, and the remaining difference of about $2\times10^{-4}$ was not separated into finite-$q$ and quadrature parts (the order $q^2\ln q$ named in a comment of the program is neither derived nor tested). The origin of the difference is visible in $\delta\rho_{\mathbf k}$. For small $q$, $g_{\mathbf k}\to q\cos\theta\,\delta(k-k_F)$ with $\theta$ the angle between $\mathbf k$ and $\mathbf q$. In the static limit $-g/\Delta=-\delta(k-k_F)/2k_F$ is isotropic: the local Fermi sphere changes its radius, as it does in a thermodynamic compression. At high frequency the part that carries density is $g\Delta/\omega^2\propto\cos^2\theta$: the sphere is stretched along $\mathbf q$ only, which is not an equilibrium state of any density, and its exchange energy is not given by $n\varepsilon_x(n)$.

For numbers, take Slater exchange as derived above and the PW92 parametrisation of the correlation energy, and work through $r_s=4$ bohr, a round density. There $n=3.730194\times10^{-3}$ bohr$^{-3}$, $k_F=0.479790$ bohr$^{-1}$, $E_F=0.230198$ Ry and $N_0=0.024306$ Ry$^{-1}$bohr$^{-3}$. The energies are $\varepsilon_x=-0.229083$ Ry and $\varepsilon_c=-0.063733$ Ry. The exchange kernel is $f_x=-2\pi/0.230198=-27.2947$ Ry bohr$^3$, and $N_0f_x=-0.521062\times4/\pi=-0.66344$. Finite differences of the PW92 energy give $\varepsilon_c'=8.464046\times10^{-3}$ Ry/bohr and $\varepsilon_c''=-2.746548\times10^{-3}$ Ry/bohr$^2$, so

$$r_s\varepsilon_c''-2\varepsilon_c'=-0.0109862-0.0169281=-0.0279143\ \text{Ry/bohr},$$

and with $\alpha^2r_s^3/6=2.89606$ bohr/Ry, $N_0f_c=-0.08084$, corresponding to $f_c=-3.326$ and $f_{xc}=-30.62$ Ry bohr$^3$. Then

$$\frac{\kappa_0}{\kappa}=1-0.66344-0.08084=0.25572 .$$

The free bulk modulus is $B_0=\frac23\times3.730194\times10^{-3}\times0.230198=5.72456\times10^{-4}$ Ry/bohr$^3$, or $8.42$ GPa, and the interacting one is $B=0.25572\,B_0=1.464\times10^{-4}$ Ry/bohr$^3$, or $2.15$ GPa. Exchange and correlation have removed three quarters of the stiffness, although $\varepsilon_c$ supplies only about a ninth of the kernel. This $B$ belongs to the jellium model with its energyless background; it is not the bulk modulus of a metal of this density, whose ions contribute.

The same calculation at four densities gives:

| $r_s$ (bohr) | $N_0f_x$ | $N_0f_c$ | $\kappa_0/\kappa$ | $B$ (Ry/bohr$^3$) |
|---|---|---|---|---|
| 2 | $-0.3317$ | $-0.0235$ | $0.6448$ | $1.181\times10^{-2}$ |
| 4 | $-0.6634$ | $-0.0808$ | $0.2557$ | $1.464\times10^{-4}$ |
| 5 | $-0.8293$ | $-0.1190$ | $0.0517$ | $9.70\times10^{-6}$ |
| 6 | $-0.9952$ | $-0.1623$ | $-0.1574$ | $-1.19\times10^{-5}$ |

At each density the ratio is obtained in three ways, from the $r_s$ formula with finite differences, from the analytic second density derivative of the functional, and from $B=\mathsf v\,d^2\varepsilon/d\mathsf v^2$ with $\mathsf v=1/n$ the volume per electron; they are tested to agree within $10^{-6}$ in $\kappa_0/\kappa$. This tests the thermodynamic algebra and the change of variable, not the quality of the parametrisation.

The sign change lies between $r_s=5$ and $6$. Linear interpolation gives $5+0.05174/(0.05174+0.15744)=5.247$, and root finding on the full expression gives $r_s^*=5.2495$ bohr, that is $2.78$ Å, at $n^*=1.650\times10^{-3}$ bohr$^{-3}$. There $N_0f_x=-0.87068$ and $N_0f_c=-0.12932$, which sum to $-1$. Correlation, supplying 13% of the kernel at this density, moves the root down from $6.03$ by about $0.78$ bohr. The slope at the root is $d(\kappa_0/\kappa)/dr_s=-0.208$ bohr$^{-1}$, so nearby

$$\frac{\kappa}{\kappa_0}\simeq\frac{1}{0.208\,(r_s^*-r_s)},$$

with $r_s$ in bohr, a simple pole. Other parametrisations give $5.2374$ (PZ81) and $5.2483$ (VWN5), a spread of $0.012$ bohr. The slope converts errors in the kernel into errors in the root: a change of 1% in $N_0f_c$, which is $0.0013$, moves $r_s^*$ by $0.0013/0.208=0.006$ bohr. The three forms are fitted to quantum Monte Carlo energies that they largely share, so their spread measures the freedom in interpolating and twice differentiating those energies and is not a full error bar on the exact gas. The value is $5.25$ for PW92 and VWN5 and $5.24$ for PZ81, so the second decimal already depends on the fit, and parametrisations fitted to other Monte Carlo data or built on other analytic forms can move the root by several hundredths of a bohr.

The vanishing of $B$ is distinct from the vanishing of the pressure. With PW92, $P=0$ at $r_s=4.185$ bohr, where $\kappa_0/\kappa=0.218$ is still positive. The order is natural: $P$ is positive at high density, falls through zero as the gas is dilated, which means $dP/dn>0$ and so $B>0$ at the crossing, and only afterwards reaches its most negative value, where $B=n\,dP/dn=0$. With exchange alone, $d\varepsilon/dk_F=\frac65k_F-3/2\pi=0$ gives $k_F=5/4\pi$, while $B=0$ gives $k_F=1/\pi$, so the zero-pressure radius is four fifths of the root. The point $r_s^*$ is the density of greatest tension that a gas with a freely deformable background could sustain.

Whether negative $\kappa$ means instability depends on the background. The potential felt by a test charge is the external one plus the Hartree potential of the induced density, $\delta v_{ext}+v\,\delta n=(1+v\chi)\,\delta v_{ext}$, and the static dielectric function is defined by $1/\epsilon_d=1+v\chi$. From the Dyson equation, $1+v\chi=(1-f_{xc}\chi_0)/[1-(v+f_{xc})\chi_0]$, so

$$\epsilon_d(q)=1-\frac{v\chi_0}{1-f_{xc}\chi_0}=1+\frac{vN_0}{1/L+N_0f_{xc}(q)}\;\to\;1+\frac{\kappa}{\kappa_0}\,\frac{q_{TF}^2}{q^2},$$

where $q_{TF}^2=8\pi N_0=4k_F/\pi$, $vN_0=q_{TF}^2/q^2$, and the last form gives the leading behaviour as $q\to0$ at $r_s\ne r_s^*$. For $r_s>r_s^*$ the long-wavelength dielectric function is large and negative: the electrons screen a slowly varying test potential slightly more than completely. Stability of the electrons on a rigid background requires the second variation of $F$ to be positive, $-1/\chi>0$, which is $1/\epsilon_d<1$ and is satisfied by $\epsilon_d>1$ and equally by $\epsilon_d<0$. At long wavelength

$$-\frac1{\chi(q)}\;\to\;\frac{8\pi}{q^2}+\frac1{n^2\kappa},$$

in which the first term grows without bound and the second is finite, so rigid jellium is stable against long-wavelength modulation on both sides of $r_s^*$, and $\chi$ itself is smooth across it. If the background can follow the electrons at no cost, the Coulomb term is absent, the relevant curvature is that of $G$, and for $r_s>r_s^*$ a long-wavelength neutral modulation lowers the energy.

These consequences are tested on a Kohn–Sham gas in the local density approximation, without using linear response theory. A weak Kohn–Sham potential $v_s=2V\cos qz$ is prescribed and the one-dimensional Bloch problem is diagonalised in plane waves. For a Bloch level $E$ below $\mu$, free transverse motion fills a disc $s<\mu-E$, contributing $2\pi(\mu-E)/(2\pi)^2=(\mu-E)/2\pi$ to the occupation and $E(\mu-E)/2\pi+(\mu-E)^2/4\pi$ to the band energy. From the resulting $n(z)$ one forms the Hartree and exchange-correlation potentials and obtains by subtraction the external potential that would produce this density, $v_{ext}=v_s-v_H-v_{xc}$, together with $T_s+E_{xc}$. At $q=0.45\,k_F$, $L=0.98295$ and $1/L=1.01735$. For $r_s=4$, $q_{TF}^2=0.610887$ bohr$^{-2}$ and $vN_0=0.610887/(0.45^2\times0.230198)=13.105$. The predicted neutral curvature in units of $1/N_0$ is $1.01735-0.74428=0.2731$, the charged one is $0.2731+13.1049=13.378$, and so $\chi/N_0=-1/13.378=-0.07475$ and $\epsilon_d=1+13.1049/0.2731=49.0$. The diagonalisation gives $0.2731$, $-0.07475$ and $48.99$. For $r_s=6$, $vN_0=19.6574$ and the neutral curvature is $1.01735-1.15744=-0.1401$, the charged one $19.5173$, $\chi/N_0=-0.05124$, and $\epsilon_d=1-19.6574/0.1401=-139.3$. The diagonalisation gives $-0.1401$, $-0.05124$ and $-139.31$. The tests assert $\chi$ to a relative $10^{-4}$, $\epsilon_d$ to a relative $2\times10^{-3}$, the neutral curvature to $10^{-3}$ in units of $1/N_0$, and the signs: at $r_s=6$ the neutral modulation lowers the energy, the charged one raises it, $\chi<0$ and $\epsilon_d<0$.

The long-wavelength form is tested through $q_{TF}^2/[q^2(\epsilon_d-1)]$, which in this approximation equals $1/L+N_0f_{xc}(0)$, extrapolated linearly in $q^2$ from $q/k_F=0.22$ and $0.45$. The results, $0.2556$ and $-0.1576$, lie slightly below $\kappa_0/\kappa=0.2557$ and $-0.1574$. The offset follows from the expansion of $1/L$. A straight line through two points $y_1,y_2$ of a term $\beta y^2$ is $\beta(y_1+y_2)y-\beta y_1y_2$, with intercept $-\beta y_1y_2$; for $y=x^2$ and $\beta=8/45$ this is $-(8/45)(0.11)^2(0.225)^2=-1.1\times10^{-4}$, the same at both densities and of the size seen.

This Kohn–Sham calculation tests the Dyson equation, the second-variation formula and the dielectric statements. It does not test locality, which the local density approximation builds in, and its finite-$q$ numbers are those of the approximation and not of the exact gas. Near $r_s^*$ the denominator $1/L+N_0f_{xc}(q)$ is a small difference and is sensitive to the $q$ dependence of the kernel. If the first-order growth $0.14\,(q/k_F)^2$ is carried, as a rough estimate, to $q=0.45\,k_F$, it changes $N_0f_x$ at $r_s=6$ by about $-0.03$, a fifth of the denominator $-0.14$, and the $q$ dependence of the correlation kernel is not computed here at all. Only the $q\to0$ limit is fixed by the sum rule.

The result holds for the paramagnetic fluid, and $\varepsilon(n)$ must be the energy of that phase. It says nothing about instabilities at finite $q$ or about magnetic or crystalline order, any of which would replace the uniform paramagnetic reference state on which the second derivatives were defined. At finite temperature the variational and thermodynamic steps go through with the free energy per electron in place of $\varepsilon$ and give the isothermal compressibility, but $N_0$ must then be replaced by $\partial n/\partial\mu$ of the free gas at that temperature, which is the $q\to0$ limit of $-\chi_0$ and is smaller than $k_F/2\pi^2$. The term $-\alpha r_s/\pi$ and the prefactor $\alpha^2r_s^3/6$ are zero-temperature results, and the pole need not lie at the same $r_s$. For a system with a gap the step $-1/\chi_0\to1/N_0$ is lost, because the denominators in $\chi_0$ stay finite as $q\to0$ while the matrix elements between occupied and empty states vanish, so that $\chi_0\propto q^2$; the argument given here then places no constraint of this form on the kernel. The program and its output follow; quoted numbers that it does not print are arithmetic on its output or on the formulas derived above.

## Computed values

```
alpha = 0.521062; eps_x/kF by quadrature = -0.477465 Ry bohr
q/kF = 0.1: -N0/chi0 = 1.000834, kF^2 f_x(q,0) = -6.29192 Ry bohr
q/kF = 0.2: -N0/chi0 = 1.003351, kF^2 f_x(q,0) = -6.31830 Ry bohr
q/kF = 0.3: -N0/chi0 = 1.007591, kF^2 f_x(q,0) = -6.36277 Ry bohr
kF^2 f_x(q->0,0) from Pi1 = -6.28319; from d2(n eps_x)/dn2 = -6.28319 Ry bohr
-kF/chi0(q->0) = 19.73921; kF d2(n t_s)/dn2 = 19.73921 Ry bohr^2
f_x(omega->inf)/f_x(static) at q = 0.02 kF: 0.5998
rs = 2 bohr: N0 f_x = -0.33172, N0 f_c = -0.02353, kappa0/kappa = 0.64475, B = 1.1811e-02 Ry/bohr^3
rs = 4 bohr: N0 f_x = -0.66344, N0 f_c = -0.08084, kappa0/kappa = 0.25572, B = 1.4639e-04 Ry/bohr^3
rs = 5 bohr: N0 f_x = -0.82930, N0 f_c = -0.11897, kappa0/kappa = 0.05174, B = 9.7047e-06 Ry/bohr^3
rs = 6 bohr: N0 f_x = -0.99515, N0 f_c = -0.16228, kappa0/kappa = -0.15744, B = -1.1869e-05 Ry/bohr^3
rs=4: n = 3.730194e-03 bohr^-3, kF = 0.479790 bohr^-1, EF = 0.230198 Ry
rs=4: N0 = 0.024306 Ry^-1 bohr^-3, qTF^2 = 0.610887 bohr^-2
rs=4: eps_x = -0.229083 Ry, eps_c(PW92) = -0.063733 Ry
rs=4: eps_c' = 8.464046e-03 Ry/bohr, eps_c'' = -2.746548e-03 Ry/bohr^2
rs=4: alpha^2 rs^3/6 = 2.89606 bohr/Ry
rs=4: f_x = -27.2947, f_c = -3.3259, f_xc = -30.6206 Ry bohr^3
rs=4: B0 = 5.72456e-04 Ry/bohr^3 = 8.421 GPa; B = 2.153 GPa
rs* (exchange only) = 6.0292 bohr
rs* (PW92) = 5.2495 bohr
rs* (PZ81) = 5.2374 bohr
rs* (VWN5) = 5.2483 bohr
rs*(PW92) = 2.7779 angstrom; n* = 1.65026e-03 bohr^-3
at rs*: N0 f_x = -0.87068, N0 f_c = -0.12932
at rs*: d(kappa0/kappa)/drs = -0.20797 bohr^-1
zero pressure (PW92) at rs = 4.1850 bohr, kappa0/kappa there = 0.2184
KS-LDA rs=4, q=0.45 kF: L = 0.98295, v N0 = 13.1049, chi/N0 = -0.07475, diel = 48.99
KS-LDA rs=4, q=0.45 kF: N0 x curvature neutral = 0.2731, charged = 13.3780
KS-LDA rs=4: q->0 limit of qTF^2/(q^2 (diel-1)) = 0.2556
KS-LDA rs=6, q=0.45 kF: L = 0.98295, v N0 = 19.6574, chi/N0 = -0.05124, diel = -139.31
KS-LDA rs=6, q=0.45 kF: N0 x curvature neutral = -0.1401, charged = 19.5173
KS-LDA rs=6: q->0 limit of qTF^2/(q^2 (diel-1)) = -0.1576
```
